# Compact Diffusion Profiles and the One-Third-Power Front of a Fixed Dose

## 1. What a constant diffusivity gets wrong

Suppose a fixed dose of dopant spreads from a surface and its profile is described by the Gaussian of constant-diffusivity theory. If the real diffusivity is proportional to concentration, two errors follow.

The first is in depth. For the example of section 7, the Gaussian with the correct dose and surface concentration reaches \(10^{18}\ \mathrm{cm^{-3}}\) at 352 nm, while the solution of the equation with \(D\propto C\) reaches it at 209 nm. (In real arsenic this level lies below the range where \(D\propto C\) holds; the fuller model of section 9 gives about 236 nm.)

The second is in time. The width of a Gaussian doubles when the time is multiplied by four. With \(D\propto C\) the time must be multiplied by eight, because the front slows as the dopant dilutes itself.

## 2. Where \(D\propto C\) comes from

Take fully ionized donors of concentration \(C(x,t)\) that move by means of singly negative point defects. Assume that the defects are in local equilibrium, so that their number is proportional to the electron density \(n\). The diffusivity is then \(D_-n/n_i\), where \(n_i\) is the intrinsic carrier density and \(D_-\) the value at \(n=n_i\).

The donors also drift in the built-in field. For non-degenerate electrons in equilibrium, \(n\propto e^{e\psi/kT}\), so the field is
\[
E=-\psi_x=-\frac{kT}{e}\,\frac{n_x}{n}.
\]
A positive donor has mobility \((e/kT)\,D_-n/n_i\). Adding diffusion and drift gives
\[
J=-\frac{D_-n}{n_i}\left(C_x+C\,\frac{n_x}{n}\right)=-\frac{D_-}{n_i}\,(nC)_x .
\]
Where \(C\gg n_i\), charge neutrality gives \(n\approx C\), and therefore
\[
J=-\frac{D_-}{n_i}(C^2)_x=-\beta\,C\,C_x,\qquad \beta=\frac{2D_-}{n_i}.
\]
Half of the factor 2 is diffusion and half is drift.

## 3. The problem and its scaling

The dopant occupies \(x\ge 0\), no flux crosses the surface, and the dose per area is \(Q\):
\[
C_t=\beta\,(C\,C_x)_x,\qquad J(0,t)=0,\qquad \int_0^\infty C\,dx=Q .
\]
At \(t=0\) all the dose lies at the surface. (For a dose \(M\) spreading both ways on a full line, put \(Q=M/2\).)

This start contains no length, so we try \(C=t^{-a}f(\xi)\) with \(\xi=x/t^{b}\). The dose is \(t^{\,b-a}\int f\,d\xi\), which is constant if \(a=b\). The two sides of the equation become
\[
C_t=-t^{-a-1}(af+b\,\xi f'),\qquad \beta(CC_x)_x=\beta\,t^{-2a-2b}(ff')'.
\]
Equal powers of \(t\) require \(a+1=2a+2b\), or \(a+2b=1\). Hence \(a=b=\tfrac13\).

The same count for \(D\propto C^m\) gives \(a+1=(m+1)a+2b\), so \(b=1/(m+2)\). Constant diffusivity (\(m=0\)) gives the square root of time, and \(m=2\) gives the fourth root.

## 4. The compact solution

With \(a=b=\tfrac13\), and since \(f+\xi f'=(\xi f)'\),
\[
-\tfrac13(\xi f)'=\beta(ff')'.
\]
Integrating once gives \(\beta ff'+\tfrac13\xi f=\text{constant}\). At \(\xi=0\) the surface flux vanishes, so \(ff'=0\) there and the constant is zero:
\[
f\left(\beta f'+\frac{\xi}{3}\right)=0 .
\]
At each \(\xi\), either \(f=0\) or \(f'=-\xi/(3\beta)\). The second choice integrates to \(f=A-\xi^2/(6\beta)\).

This parabola cannot continue beyond its zero, since a concentration is not negative. It cannot drop to zero earlier either: a jump in \(C\) would be a jump in \(C^2\), and the flux \(-\tfrac{\beta}{2}(C^2)_x\) would be infinite. The two branches therefore join where the parabola vanishes, at \(\xi_f^2=6\beta A\). The dose fixes \(A\):
\[
Q=\int_0^{\xi_f}\!\left(A-\frac{\xi^2}{6\beta}\right)d\xi=A\xi_f\left(1-\frac13\right)=\frac23\cdot\frac{\xi_f^2}{6\beta}\,\xi_f=\frac{\xi_f^3}{9\beta}.
\]
Write \(L=\xi_f t^{1/3}\) for the front depth and \(C_s=At^{-1/3}\) for the surface concentration. Then \(Q=\tfrac23C_sL\), and
\[
\boxed{\;C=C_s\left(1-\frac{x^2}{L^2}\right)\ (x<L),\quad C=0\ (x\ge L),\quad L=(9\beta Qt)^{1/3},\quad C_s=\frac{3Q}{2L}\;}
\]
This is the Barenblatt solution for \(D\propto C\).

**Motion of the material.** The mean velocity of the dopant is
\[
v=\frac{J}{C}=-\beta C_x=\frac{2\beta C_s x}{L^2}=\frac{3\beta Q\,x}{L^3}=\frac{x}{3t},
\]
where the last step uses \(L^3=9\beta Qt\). The profile stretches uniformly, and the front moves at the finite speed \(L/(3t)\). For constant \(D\), by contrast, the Gaussian \(e^{-x^2/4Dt}\) has \(v=-DC_x/C=x/(2t)\) at every depth, with no last particle and hence no front.

If \(\beta\) changes during the anneal, the new time variable \(\int\beta\,dt\) restores the same equation, so \(\beta t\) is replaced by \(\int\beta\,dt\).

## 5. Why the corner at the front is allowed

At \(x=L\) the slope of \(C\) jumps, so the differential equation does not hold there point by point. What must hold is the balance of dopant, tested with smooth weights. Take \(\cos kx\). Since \(C(L)=0\), moving the upper limit contributes nothing, and
\[
\frac{d}{dt}\int_0^L C\cos kx\,dx=-\int_0^L J_x\cos kx\,dx=-k\int_0^L J\sin kx\,dx .
\]
The boundary term vanished because \(J=0\) at both ends. Insert \(J=-\tfrac{\beta}{2}(C^2)_x\) and integrate by parts again. The new boundary term vanishes because \(\sin 0=0\) and \(C(L)=0\):
\[
\frac{d}{dt}\int_0^L C\cos kx\,dx=-\frac{\beta k^2}{2}\int_0^L C^2\cos kx\,dx .
\]
No source or sink sits at the front. Direct quadrature for \(k=0.01,\ 0.02\) and \(0.04\ \mathrm{nm^{-1}}\) satisfies this balance with a largest error of \(1\times10^{-7}\), relative to \(\tfrac{\beta k^2}{2}\int C^2dx\).

## 6. Other starting profiles

A real dose starts with some depth. Let it lie within \(0\le x\le a\), with \(C>0\) from the surface to its front, and let \(X(q,t)\) be the depth that contains the dose \(q\):
\[
q=\int_0^{X}C\,dx .
\]
Differentiation with respect to \(q\) gives \(X_q=1/C\). Differentiation with respect to \(t\) at fixed \(q\) gives \(0=CX_t-J(X)\), so \(X_t=J/C=-\beta C_x\). Since \(C_x=C_q\,q_x=C\,C_q\),
\[
X_t=-\frac{\beta}{2}(C^2)_q .
\]
Compare two solutions of equal dose, with \(\delta=X_1-X_2\) and \(p\ge2\), assuming them regular enough for integration by parts:
\[
\frac{d}{dt}\int_0^Q|\delta|^p dq=-\frac{p\beta}{2}\int_0^Q|\delta|^{p-2}\delta\,(C_1^2-C_2^2)_q\,dq
=\frac{p(p-1)\beta}{2}\int_0^Q|\delta|^{p-2}\delta_q\,(C_1^2-C_2^2)\,dq .
\]
The boundary terms vanish because \(\delta=0\) at the surface and both concentrations are zero at \(q=Q\). Moreover,
\[
\delta_q(C_1^2-C_2^2)=\left(\frac1{C_1}-\frac1{C_2}\right)(C_1^2-C_2^2)=-\frac{(C_1-C_2)^2(C_1+C_2)}{C_1C_2}\le0 .
\]
The separation therefore never grows. Two solutions with the same start coincide, and letting \(p\to\infty\) shows that the largest separation does not grow either.

Order is also kept. Let solution 2 be the compact one, which starts with \(X_2=0\), and let \(\delta_-=\max(-\delta,0)\). The same steps give
\[
\frac{d}{dt}\int_0^Q\delta_-^2\,dq=\beta\int_{\delta<0}\delta_q\,(C_1^2-C_2^2)\,dq\le0 .
\]
Since \(\delta_-\) is zero at the start, it stays zero. The initial separation is at most \(a\), so the front \(x_f\) of the other solution obeys
\[
L(t)\le x_f(t)\le L(t)+a .
\]
As \(L\) grows without limit, \(x_f/L\to1\): the one-third power is the late-time law for all these starts.

The upper bound is generous at late times. A start that is itself a compact profile of depth \(L_0\) is merely further along in its history, so \(x_f^3=L_0^3+9\beta Qt\), and for \(L\gg L_0\) the excess is \(x_f-L\approx L_0^3/(3L^2)\), which falls as \(t^{-2/3}\).

A numerical solution with the parameters of section 7, started from a uniform box 60 nm deep, behaves in this way. Its front leads \(L\) by 8.8 nm at 450 s and by 3.7 nm at 1800 s, a reduction by 2.4, where \(4^{2/3}=2.5\). The 1 nm grid blurs the front, so these leads are uncertain by about half a nanometre. The root-mean-square separation falls from 34.6 nm to 1.6 nm. From a box only 10 nm deep, the growth exponent between 225 s and 1800 s is 0.333, and the final profile differs from the parabola by at most 0.03 % of \(C_s\).

## 7. Worked example: arsenic in silicon near 1000 °C

The following are rough values typical of this case: \(n_i=7\times10^{18}\ \mathrm{cm^{-3}}\), \(D_-=1.0\times10^{-15}\ \mathrm{cm^2/s}\), and a neutral-defect diffusivity \(D_0=1.5\times10^{-15}\ \mathrm{cm^2/s}\), which the compact law omits. The dose is \(2\times10^{15}\ \mathrm{cm^{-2}}=20\ \mathrm{nm^{-2}}\) and the anneal lasts 1800 s. Then
\[
\beta=\frac{2\times1.0\times10^{-15}}{7\times10^{18}}=2.86\times10^{-34}\ \mathrm{cm^5/s}=28.57\ \mathrm{nm^5/s},
\]
\[
L=(9\times28.57\times20\times1800)^{1/3}\ \mathrm{nm}=210\ \mathrm{nm},
\]
\[
C_s=\frac{3\times2\times10^{15}}{2\times2.10\times10^{-5}}\ \mathrm{cm^{-3}}=1.43\times10^{20}\ \mathrm{cm^{-3}} .
\]
The front moves at \(210/(3\times1800)=0.039\) nm/s. At 225 s, one eighth of the time, it was at 105 nm, half the depth.

The concentration falls to \(10^{18}\ \mathrm{cm^{-3}}\) at \(L\sqrt{1-1/143}=209\) nm, within 1 nm of the front. The Gaussian \(C_se^{-x^2/w^2}\) of equal dose has \(w=2Q/(\sqrt\pi\,C_s)=158\) nm and reaches this level at \(w\sqrt{\ln143}=352\) nm, the figure quoted in section 1.

## 8. The foot of the real profile

The ratio \(C_s/n_i=20\) supports \(n\approx C\) near the surface, but the approximation must fail close to the front, where \(C\) passes through \(n_i\). Neutrality with holes included reads \(n-n_i^2/n=C\), so
\[
n=\tfrac12(C+R),\quad R=\sqrt{C^2+4n_i^2},\quad \frac{dn}{dC}=\frac{n}{R}.
\]
The drift term \(Cn_x/n\) is then \((C/R)\,C_x\), and the diffusivity with neutral defects included is
\[
D(C)=\left(D_0+D_-\frac{n}{n_i}\right)\left(1+\frac{C}{R}\right).
\]
At \(C_s\) this exceeds \(\beta C_s\) by only 7 %. For \(C\ll n_i\), however, it tends to \(D_0+D_-\) instead of zero, and the front is no longer sharp.

In a frame moving steadily with the front, \(z=x-L\), the dilute foot obeys \((D_0+D_-)C_{zz}+vC_z=0\), where \(v\) is now the front speed. The decaying solution is
\[
C\propto e^{-z/\ell},\qquad \ell=\frac{D_0+D_-}{v}=\frac{0.25\ \mathrm{nm^2/s}}{0.0389\ \mathrm{nm/s}}=6.4\ \mathrm{nm}.
\]
The numerical solution with the full \(D(C)\) gives 5.3 nm between \(n_i/10\) and \(n_i/100\).

The steady estimate gives only the scale of the foot. It takes the speed of the compact front and holds it fixed, whereas the front of the full solution lies deeper and slows with time, and \(D(C)\) still varies a little over this range. These effects are not separated here.

## 9. How far the real case moves the numbers

Further effects were added to a numerical solution that starts from a rough implanted profile, with mean depth 35 nm, straggle 13 nm and peak \(6\times10^{20}\ \mathrm{cm^{-3}}\). Dose, temperature and time are held fixed. The depths at \(10^{18}\ \mathrm{cm^{-3}}\) are:

- with \(D=\beta C\) alone, 214 nm, so the implanted start adds about 5 nm to the compact law;
- with the full \(D(C)\) of section 8, 238 nm;
- with electron degeneracy as well, 248 nm;
- with clustering instead of degeneracy, 226 nm;
- with all of these together, 236 nm.

The second line deserves a comment. A uniform 7 % excess in \(D\) would deepen the profile by only 2 %, since \(L\propto\beta^{1/3}\). The larger shift therefore comes mainly from lower concentrations, where \(D\) exceeds \(\beta C\) by a larger factor.

Degeneracy matters because the electron density is no longer small compared with the conduction-band density of states, about \(2.5\times10^{20}\ \mathrm{cm^{-3}}\) here. The number of charged defects then rises faster than \(n\), the field is stronger for the same relative gradient of \(n\), and \(D\) at \(C_s\) increases by a factor of 1.3.

Clustering makes part of the arsenic immobile and electrically inactive. The model used is \(C=C_a[1+(C_a/C_h)^3]\), where \(C_a\) is the active part and \(C_h=3\times10^{20}\ \mathrm{cm^{-3}}\) is an assumed rough level. It makes the profile shallower and raises the surface concentration from 1.36 to \(1.52\times10^{20}\ \mathrm{cm^{-3}}\).

Degeneracy and clustering nearly cancel in depth for these numbers. The combined result is about 13 % deeper than the 209 nm of the compact law, mostly because the full \(D(C)\) includes neutral defects and a finite \(n_i\).

Three process errors follow from \(L\propto(Q\int\beta\,dt)^{1/3}\). With a rough activation energy of 3.3 eV for \(\beta\), a temperature 10 K too high deepens the front by 8 %. A loss of 10 % of the dose at the outset makes it 3.5 % shallower in the compact law; neutral defects weaken this effect, because their part of \(D\) does not depend on the dose. Excess point defects left by the implant speed up diffusion for a while; an assumed tenfold increase lasting 10 s adds 90 s of equivalent time, or 1.6 % in depth. Band-gap narrowing, explicit transport of point defects and segregation at the interface are not included.

The compact law also gives a rough idea of when the omitted effects gain weight. Before about 190 s it puts \(C_s\) above \(3\times10^{20}\ \mathrm{cm^{-3}}\), where the clustering model makes more than a quarter of the arsenic at the surface immobile (a smaller share of the whole dose). A 60 s anneal is such a case: the formula gives 68 nm and \(4.4\times10^{20}\ \mathrm{cm^{-3}}\), and neither should be trusted for an implanted dose, not only because of clustering but also because the implant's own depth is comparable with 68 nm. After about 15,000 s, \(C_s\) has fallen below \(10\,n_i\), and the constant part of \(D\) gains weight. In the end, when \(C_s\ll n_i\), the diffusivity is \(D_0+D_-\) throughout and the spreading returns to the square root of time. These two times are not limits of accuracy: between them the one-third power is still an approximation, and at 1800 s the depth is 13 % off. For an implanted start the early times need further care, because at 190 s the compact front depth, about 100 nm, is not large compared with the depth of the implant itself. The numerical output that follows gives the values in full.

## Calculated quantities

```
temperature: 1273.15 K; anneal time: 1800 s
ni: 7.00e+18 cm^-3; dose: 2.00e+15 cm^-2
D_neutral: 1.50e-15 cm^2/s
D_minus: 1.00e-15 cm^2/s
beta: 2.857e-34 cm^5/s = 28.57 nm^5/s
front depth L: 210.0 nm = 0.2100 um
surface concentration Cs: 1.429e+20 cm^-3; Cs/ni: 20.4
surface diffusivity beta*Cs: 4.08e-14 cm^2/s
front speed: 0.0389 nm/s = 2.33 nm/min
t = 60 s: L = 67.6 nm, Cs = 4.44e+20 cm^-3
t = 225 s: L = 105.0 nm, Cs = 2.86e+20 cm^-3
t = 900 s: L = 166.7 nm, Cs = 1.80e+20 cm^-3
t = 3600 s: L = 264.5 nm, Cs = 1.13e+20 cm^-3
compact profile, depth at 1e18 cm^-3: 209.2 nm
Gaussian of same dose and Cs, depth at 1e18 cm^-3: 351.8 nm
largest relative weak-form error: 1.0e-07
narrow start (10 nm): growth exponent 0.3331
narrow start: front 210.3 nm, shape error 0.03 % of Cs
box start, width 60 nm: initial separation rms 34.6, max 59.9 nm
box t = 20 s: L 46.9, front 77.5, sep. rms 16.15, max 29.88 nm
box t = 100 s: L 80.1, front 98.6, sep. rms 8.62, max 17.75 nm
box t = 450 s: L 132.3, front 141.1, sep. rms 3.74, max 8.11 nm
box t = 1800 s: L 210.0, front 213.7, sep. rms 1.55, max 3.39 nm
full D over beta*C at Cs, no degeneracy: 1.073
conduction-band density of states: 2.53e+20 cm^-3 (mass ratio 1.1)
degeneracy factor on D at Cs: 1.323
implant: mean depth 35 nm, straggle 13 nm, peak 6.15e+20 cm^-3
rms depth: implant 37.4, after anneal 95.9, L/sqrt(5) 93.9 nm
half-clustered active level: 3.0e+20 cm^-3
from implant, depth at 1e18 cm^-3 and surface concentration:
  D = beta*C only: 213.8 nm, 1.40e+20 cm^-3
  with neutral defects and ni: 237.7 nm, 1.36e+20 cm^-3
  same plus degeneracy: 248.1 nm, 1.26e+20 cm^-3
  same plus clustering, no degeneracy: 226.3 nm, 1.52e+20 cm^-3
  all of these together: 235.9 nm, 1.39e+20 cm^-3
change of last depth on a 2 nm grid: 0.09 nm
tail length per factor e: steady estimate 6.43 nm, computed 5.33 nm
time when Cs = half-clustered level: 194 s
time when Cs = 10 ni: 15306 s
transient boost x10 for 10 s: L changes +1.6 %
+10 K, activation energy of beta 3.3 eV: L changes +8.1 %
10 % dose loss at the outset: L changes -3.5 %
```
